# Final and bake-averaged acid modulation in a diffusing resist pattern: a numerical check

```python
"""
Acid diffusion during the post-exposure bake of a sinusoidal resist pattern.

Result under test: for h(x,0) = h0*(1 + m0*cos(q*x)), q = 2*pi/pitch, constant D,
and final axial RMS displacement sigma = sqrt(2*D*t_bake), the modulation is
multiplied by
    F = exp(-a)            at the end of the bake,
    A = (1 - exp(-a))/a    on average over the bake,   a = (q*sigma)**2/2.
h: acid as a fraction of the acid generator; M: protected fraction of the polymer,
dM/dt = -k*h*M. Modulation: fundamental cosine amplitude divided by the mean.
Lengths in nm, times in s.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import expm

pitch, sigma, t_bake = 40.0, 8.0, 60.0
h0, m0, k_dep = 0.3, 0.8, 0.05
q = 2 * np.pi / pitch
D = sigma**2 / (2 * t_bake)
a = (q * sigma)**2 / 2
F = np.exp(-a)
A = (1 - np.exp(-a)) / a


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Second moment of a point source, from the discrete diffusion generator.
n_src, dx_src = 241, 0.5
L = np.diag(np.ones(n_src - 1), 1) + np.diag(np.ones(n_src - 1), -1)
L -= np.diag(L.sum(axis=0))
source = expm(L * D * t_bake / dx_src**2)[:, n_src // 2]
x_src = (np.arange(n_src) - n_src // 2) * dx_src
rms_source = np.sqrt(np.sum(source * x_src**2) / np.sum(source))
assert abs(rms_source - sigma) < 1e-3

# Final factor by direct convolution with a Gaussian.
F_conv = quad(lambda u: np.exp(-u**2 / (2 * sigma**2)) * np.cos(q * u)
              / (sigma * np.sqrt(2 * np.pi)), -10 * sigma, 10 * sigma,
              limit=200)[0]
assert abs(F_conv - F) < 1e-7

# Kernel averaged over the bake: its variance and its action on the cosine.
u = np.linspace(-80, 80, 3201)
kernel = np.zeros_like(u)
n_times = 400
for fraction in (np.arange(n_times) + 0.5) / n_times:
    s = sigma * np.sqrt(fraction)
    kernel += np.exp(-u**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi)) / n_times
du = u[1] - u[0]
kernel_variance = np.sum(kernel * u**2) * du
A_kernel = np.sum(kernel * np.cos(q * u)) * du
assert abs(kernel_variance - sigma**2 / 2) < 1e-3
assert abs(A_kernel - A) < 1e-5
assert A_kernel > np.exp(-a / 2) > F_conv

# Coupled diffusion and deprotection on a periodic grid (Heun time steps).
n_x, n_t = 80, 1200
dx, dt = pitch / n_x, t_bake / n_t
x = np.arange(n_x) * dx


def modulation(f):
    return 2 * np.mean(f * np.cos(q * x)) / np.mean(f)


def bake(D0, loss=0.0, order=1, quencher=0.0, beta=0.0):
    """Return final acid, final protected fraction and space-time mean D.
    With quencher, the evolved field is acid minus quencher."""
    net = h0 * (1 + m0 * np.cos(q * x)) - quencher
    M = np.ones(n_x)
    mean_D = 0.0

    def rates(net, M):
        diff = D0 * (1 + beta * (1 - M))
        face = 0.5 * (diff + np.roll(diff, -1))
        flux = -face * (np.roll(net, -1) - net) / dx
        acid = np.maximum(net, 0.0)
        return (-(flux - np.roll(flux, 1)) / dx - loss * net,
                -k_dep * acid**order * M, diff.mean())

    for _ in range(n_t):
        r1, s1, d1 = rates(net, M)
        r2, s2, d2 = rates(net + dt * r1, M + dt * s1)
        net = net + 0.5 * dt * (r1 + r2)
        M = M + 0.5 * dt * (s1 + s2)
        mean_D += 0.5 * (d1 + d2) / n_t
    return np.maximum(net, 0.0), M, mean_D


def transfer(D0, **options):
    """Modulation with diffusion over modulation without: final acid, -ln M."""
    acid, M, _ = bake(D0, **options)
    acid_still, M_still, _ = bake(0.0, **options)
    return (modulation(acid) / modulation(acid_still),
            modulation(-np.log(M)) / modulation(-np.log(M_still)))


F_grid, A_grid = transfer(D)
assert abs(F_grid - F) < 5e-4      # grid error of second order in dx
assert abs(A_grid - A) < 5e-4
assert abs(F_grid - 0.45) < 0.005 and abs(A_grid - 0.69) < 0.005

# Protected fraction at the bright and dark centres.
acid_end, M_end, _ = bake(D)
dose = k_dep * h0 * t_bake


def protected(factor):
    return (np.exp(-dose * (1 + m0 * factor)), np.exp(-dose * (1 - m0 * factor)))


M_bright, M_dark = M_end[0], M_end[n_x // 2]
assert np.allclose((M_bright, M_dark), protected(A), atol=5e-4)
M_final_image = protected(F)
M_initial_image = protected(1.0)
contrast = M_dark - M_bright
assert (M_final_image[1] - M_final_image[0] < contrast
        < M_initial_image[1] - M_initial_image[0])

# Neglected effect: first-order acid loss.
loss = 0.005
ell = loss * t_bake
F_loss, A_loss = transfer(D, loss=loss)
A_loss_formula = ((1 - np.exp(-a - ell)) / (a + ell)) * ell / (1 - np.exp(-ell))
assert abs(F_loss - F) < 5e-4 and abs(A_loss - A_loss_formula) < 5e-4
assert A_loss > A_grid

# Neglected effect: deprotection of second order in acid.
_, A_order2 = transfer(D, order=2)
mean_square_factor = (1 - np.exp(-2 * a)) / (2 * a)
A_order2_formula = A * (1 + m0**2 / 2) / (1 + m0**2 * mean_square_factor / 2)
assert abs(A_order2 - A_order2_formula) < 1e-3

# Neglected effect: quencher with the acid's diffusivity, instant neutralisation.
quencher = 0.12
F_quench, A_quench = transfer(D, quencher=quencher)

# Neglected effect: D rises with deprotection, at unchanged space-time mean D.
beta = 2.0
D_start = D / 2
for _ in range(5):
    D_start *= D / bake(D_start, beta=beta)[2]
assert abs(bake(D_start, beta=beta)[2] / D - 1) < 1e-4
F_beta, A_beta = transfer(D_start, beta=beta)

# Neglected effect: warm-up of the wafer, final sigma kept fixed.
T_room, T_bake, tau = 296.15, 373.15, 5.0
E_D, E_k = 1.5, 1.0
kB = constants.k / constants.e
time = np.linspace(0, t_bake, 20001)
T = T_bake - (T_bake - T_room) * np.exp(-time / tau)


def warmup_average(energy_D, energy_k):
    speed_D = np.exp(-energy_D / kB * (1 / T - 1 / T_bake))
    speed_k = np.exp(-energy_k / kB * (1 / T - 1 / T_bake))
    spread = cumulative_trapezoid(speed_D, time, initial=0)
    factor = np.exp(-a * spread / spread[-1])
    return trapezoid(speed_k * factor, time) / trapezoid(speed_k, time)


assert abs(warmup_average(E_k, E_k) - A) < 1e-5
A_warm = warmup_average(E_D, E_k)

# Neglected effect: Poisson scatter of the acid count in a half-pitch volume.
generator_density, film = 0.1, 40.0
acid_count = generator_density * h0 * (pitch / 2)**2 * film
scatter = 1 / np.sqrt(acid_count)

show("Pitch", pitch, "nm", 1)
show("Final axial RMS diffusion", sigma, "nm", 1)
show("Bake time", t_bake, "s", 1)
show("Bake temperature", T_bake - constants.zero_Celsius, "deg C", 1)
show("Mean acid h0 (fraction of generator)", h0, "", 2)
show("Initial modulation m0", m0, "", 2)
show("Deprotection rate constant k", k_dep, "1/s", 3)
show("Wave number q", q, "1/nm", 5)
show("Diffusivity D", D, "nm^2/s")
show("RMS of point source after bake, from grid", rms_source, "nm")
show("Exponent a", a, "", 5)
for fraction in (0.0, 0.25, 0.5, 0.75, 1.0):
    show(f"Modulation factor at {fraction:.2f} of bake", np.exp(-a * fraction))
show("Simpson estimate of average factor", (1 + 4 * np.exp(-a / 2) + F) / 6)
show("Final factor F, formula", F)
show("Final factor F, diffusion grid", F_grid)
show("Average factor A, formula", A)
show("Average factor A, from -ln M on grid", A_grid)
show("Final acid modulation m0*F", m0 * F)
show("Bake-averaged acid modulation m0*A", m0 * A)
show("Variance of averaged kernel", kernel_variance, "nm^2", 3)
show("Gaussian RMS that would give A", np.sqrt(-2 * np.log(A)) / q, "nm", 3)
show("F if 8 nm were the 3D RMS distance", np.exp(-a / 3))
show("A if 8 nm were the 3D RMS distance", (1 - np.exp(-a / 3)) / (a / 3))
show("Mean deprotection exponent k*h0*t", dose, "", 3)
show("Protected fraction, bright centre (grid)", M_bright)
show("Protected fraction, dark centre (grid)", M_dark)
show("Dark minus bright, true bake", contrast)
show("Dark minus bright, final acid held fixed", M_final_image[1] - M_final_image[0])
show("Dark minus bright, initial acid held fixed",
     M_initial_image[1] - M_initial_image[0])
show("Acid loss rate (rough)", loss, "1/s", 3)
print(f"With acid loss: F = {F_loss:.4f}, A = {A_loss:.4f}")
show("Second-order deprotection: A", A_order2)
show("Quencher loading (rough, fraction of generator)", quencher, "", 2)
print(f"With quencher: F = {F_quench:.4f}, A = {A_quench:.4f}")
show("Relative rise of D at full deprotection (rough)", beta, "", 1)
print(f"With rising D: F = {F_beta:.4f}, A = {A_beta:.4f}")
print(f"Warm-up (rough): start {T_room - constants.zero_Celsius:.1f} deg C, "
      f"time constant {tau:.1f} s")
print(f"Activation energies (rough): D {E_D:.1f} eV, k {E_k:.1f} eV")
show("With warm-up: A", A_warm)
show("Generator density (rough)", generator_density, "1/nm^3", 2)
show("Film thickness", film, "nm", 1)
show("Mean acid count in half-pitch volume", acid_count, "", 0)
show("Relative Poisson scatter of acid count", 100 * scatter, "%", 1)
print("all tests passed")
```

Printed output:

```
Pitch: 40.0 nm
Final axial RMS diffusion: 8.0 nm
Bake time: 60.0 s
Bake temperature: 100.0 deg C
Mean acid h0 (fraction of generator): 0.30
Initial modulation m0: 0.80
Deprotection rate constant k: 0.050 1/s
Wave number q: 0.15708 1/nm
Diffusivity D: 0.5333 nm^2/s
RMS of point source after bake, from grid: 8.0000 nm
Exponent a: 0.78957
Modulation factor at 0.00 of bake: 1.0000
Modulation factor at 0.25 of bake: 0.8209
Modulation factor at 0.50 of bake: 0.6738
Modulation factor at 0.75 of bake: 0.5531
Modulation factor at 1.00 of bake: 0.4540
Simpson estimate of average factor: 0.6916
Final factor F, formula: 0.4540
Final factor F, diffusion grid: 0.4542
Average factor A, formula: 0.6915
Average factor A, from -ln M on grid: 0.6916
Final acid modulation m0*F: 0.3632
Bake-averaged acid modulation m0*A: 0.5532
Variance of averaged kernel: 32.000 nm^2
Gaussian RMS that would give A: 5.469 nm
F if 8 nm were the 3D RMS distance: 0.7686
A if 8 nm were the 3D RMS distance: 0.8792
Mean deprotection exponent k*h0*t: 0.900
Protected fraction, bright centre (grid): 0.2471
Protected fraction, dark centre (grid): 0.6689
Dark minus bright, true bake: 0.4218
Dark minus bright, final acid held fixed: 0.2706
Dark minus bright, initial acid held fixed: 0.6374
Acid loss rate (rough): 0.005 1/s
With acid loss: F = 0.4542, A = 0.7051
Second-order deprotection: A: 0.7864
Quencher loading (rough, fraction of generator): 0.12
With quencher: F = 0.5143, A = 0.7658
Relative rise of D at full deprotection (rough): 2.0
With rising D: F = 0.4537, A = 0.7227
Warm-up (rough): start 23.0 deg C, time constant 5.0 s
Activation energies (rough): D 1.5 eV, k 1.0 eV
With warm-up: A: 0.7023
Generator density (rough): 0.10 1/nm^3
Film thickness: 40.0 nm
Mean acid count in half-pitch volume: 480
Relative Poisson scatter of acid count: 4.6 %
all tests passed
```
